# The Kennedy–O'Brien correction: donor density from equilibrium electron density, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Derivation, meaning and conditions

In a model germanium layer at 300 K, the donor density 350 nm below the surface is $1.56\times10^{15}$ cm$^{-3}$, while the equilibrium electron density there is $4.45\times10^{15}$ cm$^{-3}$, almost three times as large. At the centre of the implant, at 200 nm, the difference has the other sign: $5.10\times10^{16}$ donors but $4.19\times10^{16}$ electrons per cm$^3$. Every donor in this model is ionized and the layer as a whole is neutral. The electrons have spread from the peak into the flanks until the field of the donors left behind stopped them. A profile of electrons is therefore not a profile of donors, but in equilibrium the first determines the second:

$$N(x)=n(x)-K\,\frac{d^2\ln n}{dx^2},\qquad K=\frac{\varepsilon kT}{q^2}. \tag{1}$$

Here $x$ is depth, $n$ the electron density, $N$ the density of ionized donors, $\varepsilon$ the permittivity, $k$ Boltzmann's constant, $T$ the temperature and $q>0$ the elementary charge. A prime denotes $d/dx$.

### Boltzmann's relation

The layer varies with depth alone, carries no current and has a uniform temperature, so its Fermi level $E_F$ is the same at every depth. Near the conduction-band edge $E_c$ the density of states is $A\sqrt{E-E_c}$, with $A$ constant. If $E_c-E_F\gg kT$, the occupation of a state is $e^{-(E-E_F)/kT}$ to leading order. With $\epsilon=E-E_c$,

$$n=A\,e^{(E_F-E_c)/kT}\int_0^\infty\sqrt{\epsilon}\,e^{-\epsilon/kT}d\epsilon
=N_c\,e^{(E_F-E_c)/kT},$$

where $N_c=A(\sqrt\pi/2)(kT)^{3/2}$. An electron has charge $-q$, so an electrostatic potential $\psi$ shifts the band edge to $E_c=E_0-q\psi$. In a uniform material $E_0$ and $N_c$ are constants. Taking the logarithm gives

$$\ln n=\frac{q\psi}{kT}+\text{const},\qquad
\psi=\frac{kT}{q}\ln n+\text{const}. \tag{2}$$

The electric field is $E=-\psi'=-(kT/q)\,n'/n$. Equation (2) agrees with the picture of balanced currents. With mobility $\mu$ and diffusion coefficient $D_n$, the electron current density is

$$J=q\mu nE+qD_nn'=(qD_n-\mu kT)\,n'.$$

It vanishes for any gradient if $D_n=\mu kT/q$, which is Einstein's relation.

### The same relation from a minimum of free energy

A numerical solution that does not begin from (1) can use the free energy per unit area. Let $D=\varepsilon E$ be the electric displacement. Gauss's law is $D'=q(N-n)$, so choosing $D$ fixes $n=N-D'/q$. The field energy plus the free energy of an ideal gas is

$$F=\int\left[\frac{D^2}{2\varepsilon}+kT\,n(\ln n-1)\right]dx. \tag{3}$$

Terms proportional to the total electron number are omitted because that number is fixed when $D$ vanishes at both ends. The density inside the logarithm is measured in any fixed unit. A small change $\delta D$ that vanishes at the ends gives $\delta n=-\delta D'/q$. The derivative of $n(\ln n-1)$ with respect to $n$ is $\ln n$, so

$$\delta F=\int\left[\frac{D}{\varepsilon}\delta D-\frac{kT}{q}\ln n\,\delta D'\right]dx
=\int\left[E+\frac{kT}{q}(\ln n)'\right]\delta D\,dx.$$

The second form follows by integrating by parts. At the minimum the bracket vanishes, which is the derivative of (2). There is one minimum: $D^2$ is strictly convex, $n\ln n$ is convex, and $n$ depends linearly on $D$.

### Poisson's equation and the result

The charge density is $q(N-n)$. With uniform permittivity,

$$\psi''=-\frac{q}{\varepsilon}(N-n).$$

Equation (2) gives $\psi''=(kT/q)(\ln n)''$; the constant has dropped out, so neither $N_c$ nor $E_F$ is needed. Equating the two expressions and multiplying by $-\varepsilon/q$,

$$N-n=-\frac{\varepsilon kT}{q^2}(\ln n)'',$$

which is (1). One factor $1/q$ comes from turning potential into energy and the other from turning charge into number. Written out,

$$(\ln n)''=\left(\frac{n'}{n}\right)'=\frac{n''}{n}-\left(\frac{n'}{n}\right)^2. \tag{4}$$

The second term matters on a steep flank. For an exponential profile it cancels the first, and $N=n$ although $n''\ne0$. If the data are stored as $\log_{10}n$, their second derivative must be multiplied by $\ln10$.

Where $\ln n$ is concave, as at a peak, $N>n$. Where it is convex, as at the foot of a flank, $N<n$. Integration of (1) between depths $a$ and $b$ gives

$$\int_a^b(N-n)\,dx=-K\left[(\ln n)'(b)-(\ln n)'(a)\right].$$

If the field vanishes at both depths, so does the right side. The correction then moves donors from one depth to another without changing the dose between them.

### What the correction undoes

Take a weak ripple on uniform doping, $N=N_0(1+a\cos\kappa x)$, and write the response as $n=N_0(1+b\cos\kappa x)$. To first order $\ln n=\ln N_0+b\cos\kappa x$, whose second derivative is $-\kappa^2b\cos\kappa x$. Equation (1) becomes $N_0a=N_0b+K\kappa^2b$, so

$$\frac ba=\frac1{1+\kappa^2L^2},\qquad L=\sqrt{K/N_0}. \tag{5}$$

The length $L$ is the Debye length. Electrons follow donor variations much longer than $2\pi L$ and blur shorter ones. For $N_0=5\times10^{16}$ cm$^{-3}$ the example has $L=21.4$ nm. A ripple of 1 % amplitude and 100 nm wavelength should be reduced by the factor 0.357, and a test by minimizing (3) gave the same factor to three digits. Recovering the donors multiplies this ripple by $1/0.357=2.8$, and it does the same to a measurement error of that wavelength.

Going from $n$ to $N$ takes two derivatives. Going from $N$ to $n$ means solving a nonlinear differential equation. Replacing $n$ by $N$ inside the logarithm gives the estimate $n\approx N+K(\ln N)''$, which needs a small and slowly varying correction. In the example, $N$ is a background of $10^{15}$ cm$^{-3}$ plus a Gaussian of height $5\times10^{16}$ cm$^{-3}$ and straggle $\sigma=50$ nm. At its centre $(\ln N)''=-(5.0/5.1)/\sigma^2$. With $K/\sigma^2=9.14\times10^{15}$ cm$^{-3}$ the estimate is $n\approx4.20\times10^{16}$ cm$^{-3}$, close to the solved $4.19\times10^{16}$ cm$^{-3}$.

At 300 nm the estimate fails. There the Gaussian part is $G=6.77\times10^{15}$ cm$^{-3}$, with $G'=-0.04\,G$ and $G''=0.0012\,G$ in units of nm, and $G/N=0.871$. Hence $(\ln N)''=0.871(0.0012)-(0.871\times0.04)^2=-1.7\times10^{-4}$ nm$^{-2}$. The estimate gives $3.9\times10^{15}$ cm$^{-3}$, below the donor density of $7.8\times10^{15}$ cm$^{-3}$, while the solution is $9.95\times10^{15}$ cm$^{-3}$, above it. Equation (1) itself needs no small correction, provided that the true $n$ is used.

### Conditions, and their size in the example

**Fixed charge.** The symbol $N$ stands for whatever fixed positive charge enters Poisson's equation. With ionized acceptors it is $N_D^+-N_A^-$. With holes of density $p$ the charge is $q(N-n+p)$, so $N=n-p-K(\ln n)''$. In the example $p=n_i^2/n$ is at most $4\times10^{11}$ cm$^{-3}$ and can be dropped.

**Neutral donors.** A donor state of binding energy $B_i$ and degeneracy $g_i$ is occupied, relative to the ionized donor, with weight $g_ie^{(E_F-E_c+B_i)/kT}=(n/N_c)g_ie^{B_i/kT}$. At the peak $n/N_c=4.19\times10^{16}/1.02\times10^{19}=0.0041$. A ground doublet bound by roughly 13 meV gives the weight $0.0041\times2\times e^{13/25.85}=0.0136$, or 1.3 % neutral donors. Adding six states bound by roughly 10 meV raises this to 4.8 %. Both figures are rough, because these binding energies are below $kT$ and such states are not sharply separate from the band. The donor density would exceed the recovered $N_D^+$ by about these percentages.

**Degeneracy.** Let $\eta=(E_F-E_c)/kT$ and $r=n/N_c$. Expanding the Fermi function to second order in $e^\eta$ gives

$$r=e^\eta-\frac{e^{2\eta}}{\sqrt8},\qquad
\eta\approx\ln r+\frac r{\sqrt8}. \tag{6}$$

The factor $1/\sqrt8$ arises because $\int\sqrt\epsilon\,e^{-2\epsilon}d\epsilon$ is smaller than $\int\sqrt\epsilon\,e^{-\epsilon}d\epsilon$ by $2^{3/2}$. The second expression follows from $e^\eta\approx r+r^2/\sqrt8$. In a test at the peak value of $r$, the density computed from (6) with the full Fermi integral agreed to better than one part in $10^5$. Since $\psi=(kT/q)\eta+\text{const}$ in general, degenerate electrons require $N=n-K\eta''$. Here this adds $1.3\times10^{13}$ cm$^{-3}$ at the peak, 0.03 % of $N$.

**Mean field.** Each electron repels its neighbours and so sits in a cloud of reduced electron density. In linear screening its potential is $-qe^{-\rho/L_n}/(4\pi\varepsilon \rho)$ at distance $\rho$, with $L_n=\sqrt{K/n}$. Removing the bare part leaves $+q/(4\pi\varepsilon L_n)$ at the electron. Building up the charge from zero gives half the product of charge and potential, an energy $-q^2/(8\pi\varepsilon L_n)$. Added to the chemical potential, it changes the recovered peak by about $-3\times10^{14}$ cm$^{-3}$, or 0.7 % of $N$. In the tail the shift has the other sign and is larger relative to $N$, about $+4$ % at 350 nm. This is an estimate of size: a sphere of radius $L_n$ holds only about two electrons, and the random positions of the donors are ignored.

**Material and interfaces.** If $E_0$ or $N_c$ varies with depth, $\ln n$ in (1) must be replaced by $g=\ln(n/N_c)+E_0/kT$. If $\varepsilon$ varies as well, Poisson's equation reads $(\varepsilon\psi')'=-q(N-n)$ and the result is $N=n-(Kg')'$. For a relative permittivity graded from 16 to 15 across the deep flank of the example, together with a 50 meV step in $E_0$, omitting the term $K'g'$ costs about 3 % of $N$. A sheet of charge makes $(\ln n)'$ jump, and a second difference taken across it does not give the donor density beside it.

## Part 2. Numerical use, noise and capacitance data

From Part 1, $n(x)$ is the equilibrium electron density, $N(x)$ the fixed positive charge density divided by $q$, and $K=\varepsilon kT/q^2$. For nondegenerate electrons in a uniform material, $N=n-K(\ln n)''$. The Debye length at density $n$ is $\sqrt{K/n}$. The equilibrium state minimizes the free energy (3), which contains the field energy and the ideal-gas term $kT\,n(\ln n-1)$.

### Units and the example

With depth in nm and density in cm$^{-3}$, $K$ has the unit cm$^{-3}$ nm$^2$. In SI units $K$ is in m$^{-1}$, that is, m$^{-3}$ m$^2$. One m$^{-3}$ is $10^{-6}$ cm$^{-3}$ and one m$^2$ is $10^{18}$ nm$^2$, so the SI value is multiplied by $10^{12}$. For relative permittivity 16 and $kT/q=25.85$ mV,

$$K=2.286\times10^{19}\ \text{cm}^{-3}\,\text{nm}^2.$$

The donor profile is the one used in Part 1: a Gaussian of height $5\times10^{16}$ cm$^{-3}$, centre 200 nm and straggle 50 nm, on a background of $10^{15}$ cm$^{-3}$. The full Gaussian holds $6.27\times10^{11}$ donors per cm$^2$. The field is set to zero at the surface and at a depth of 2000 nm.

### Computing the electron density

The layer is divided into cells of width $h=1$ nm. Let $y=D/q$ be defined on the faces between cells, with $y=0$ on the two outer faces. Gauss's law in cell $i$ is

$$n_i=N_i-\frac{y_{i+1/2}-y_{i-1/2}}h.$$

Since $D^2/(2\varepsilon kT)=q^2y^2/(2\varepsilon kT)=y^2/(2K)$, the free energy divided by $kT$ is

$$\frac F{kT}=\sum_{\text{faces}}\frac{h\,y^2}{2K}+\sum_i h\,n_i(\ln n_i-1).$$

Raising $y_{i+1/2}$ lowers $n_i$ and raises $n_{i+1}$, each at the rate $1/h$. The derivative is therefore

$$\frac{\partial(F/kT)}{\partial y_{i+1/2}}=\frac{h\,y_{i+1/2}}K+\ln n_{i+1}-\ln n_i.$$

Newton's method finds its zero. Each step is shortened, if necessary, so that no $n_i$ changes by more than half of itself; this keeps the densities positive. The minimum was tested by adding to $y$ a Gaussian bump of height $10^{15}$ cm$^{-3}$ nm, centre 300 nm and width parameter 40 nm, and then by subtracting it. The free energy rose in both cases.

The table gives densities in units of $10^{15}$ cm$^{-3}$. The last two columns belong to a simulated capacitance measurement, discussed below.

| Depth, nm | $N$ | $n$ | C-V | C-V corrected |
|---:|---:|---:|---:|---:|
| 150 | 31.33 | 26.80 | 25.46 | 26.63 |
| 200 | 51.00 | 41.94 | 41.74 | 51.31 |
| 250 | 31.33 | 26.35 | 26.34 | 30.15 |
| 300 | 7.77 | 9.95 | 10.90 | 9.17 |
| 350 | 1.56 | 4.45 | 5.19 | 3.19 |
| 400 | 1.02 | 2.69 | 3.05 | 1.62 |
| 600 | 1.00 | 1.26 | 1.19 | 0.80 |

Equation (1) and its conditions are now established, and the equilibrium electron density of the example has been computed independently by minimizing the free energy. It remains to recover the donors from sampled densities, to find how noise limits the result, and to see what changes when the data come from a capacitance measurement.
